# Spinor Spherical Harmonics: One Formula in κ for Both Signs

## First derivation: diagonalizing $\sigma\cdot L$ at fixed $m$

### A two-state case

Take an electron with orbital angular momentum $l = 1$ and total projection $m = 1/2$. Angular momenta are measured in units of $\hbar$, so that $\hbar = 1$. There are two ways to make up the projection. The orbital part can contribute $0$ with the spin up, or it can contribute $1$ with the spin down. The corresponding two-component functions are

$$
u = \begin{pmatrix} Y_1^0 \\ 0 \end{pmatrix}, \qquad
d = \begin{pmatrix} 0 \\ Y_1^1 \end{pmatrix} .
$$

The operator $\sigma\cdot L = \sigma_x L_x + \sigma_y L_y + \sigma_z L_z$ measures how the spin and the orbital motion are aligned. To see how it acts, define $L_\pm = L_x \pm i L_y$ and $\sigma_\pm = (\sigma_x \pm i\sigma_y)/2$. Each matrix $\sigma_\pm$ has a single nonzero entry, equal to 1: $\sigma_+$ turns spin down into spin up, and $\sigma_-$ does the reverse. Multiplying out,

$$
\sigma_+ L_- + \sigma_- L_+
= \tfrac12 (\sigma_x + i\sigma_y)(L_x - iL_y)
+ \tfrac12 (\sigma_x - i\sigma_y)(L_x + iL_y)
= \sigma_x L_x + \sigma_y L_y ,
$$

because the mixed terms cancel. Therefore

$$
\sigma\cdot L = \sigma_z L_z + \sigma_+ L_- + \sigma_- L_+ .
$$

For $l = 1$ we have $L_+ Y_1^0 = \sqrt2\, Y_1^1$ and $L_- Y_1^1 = \sqrt2\, Y_1^0$. Hence $(\sigma\cdot L)u = \sqrt2\, d$ and $(\sigma\cdot L)d = \sqrt2\, u - d$. On a combination $a u + b d$, the operator is the matrix

$$
\begin{pmatrix} 0 & \sqrt2 \\ \sqrt2 & -1 \end{pmatrix},
\qquad \lambda^2 + \lambda - 2 = (\lambda - 1)(\lambda + 2) = 0 .
$$

For $\lambda = 1$ the first row gives $a = \sqrt2\, b$, and for $\lambda = -2$ it gives $a = -b/\sqrt2$. The normalized solutions with $b > 0$ are

$$
\lambda = 1: \ (a,b) = \left(\sqrt{\tfrac23}, \sqrt{\tfrac13}\right),
\qquad
\lambda = -2: \ (a,b) = \left(-\sqrt{\tfrac13}, \sqrt{\tfrac23}\right) .
$$

One solution has equal signs and the other has opposite signs, as two orthogonal real vectors with no zero entries must. A single formula for both has to carry this sign.

### Conventions and definition

The spherical harmonics $Y_l^\mu$ are orthonormal on the unit sphere, with $L^2 Y_l^\mu = l(l+1) Y_l^\mu$ and $L_z Y_l^\mu = \mu Y_l^\mu$. The commutator $[L_x, L_y] = iL_z$ gives

$$
L_+ L_- = L_x^2 + L_y^2 - i[L_x, L_y] = L^2 - L_z^2 + L_z .
$$

The squared norm of $L_- Y_l^\mu$ is the expectation value of $L_+L_-$, which is $l(l+1) - \mu(\mu - 1)$. The Condon-Shortley phase makes the coefficient positive:

$$
L_- Y_l^\mu = \sqrt{l(l+1) - \mu(\mu-1)}\; Y_l^{\mu-1} .
$$

The spin is $S = \sigma/2$ and the total angular momentum is $J = L + S$. We couple in the order orbital, then spin. With $\chi_{1/2}$ for spin up and $\chi_{-1/2}$ for spin down, the spinor spherical harmonic is the Clebsch-Gordan sum

$$
\Omega = \sum_{\tau = \pm 1/2}
\langle l, m-\tau; \tfrac12, \tau \,|\, j m \rangle\,
Y_l^{m-\tau}\, \chi_\tau
= \begin{pmatrix} a\, Y_l^{m-1/2} \\ b\, Y_l^{m+1/2} \end{pmatrix} .
$$

It is a normalized eigenfunction of $L^2$, $J^2$ and $J_z$. There are two terms because the orbital and spin projections must add to $m$. A term with $|m-\tau| > l$ is absent.

These requirements leave a phase free. The Clebsch-Gordan convention fixes it in two steps. At $m = j$, the coefficient of the term with orbital projection $l$ is positive. The states with lower $m$ follow by applying $J_- = J_x - iJ_y$, with positive matrix elements between neighbors.

### The general block

Let $|m| < l + 1/2$, so that both terms exist. The diagonal elements of $\sigma\cdot L$ come from $\sigma_z L_z$: they are $m - 1/2$ for spin up and $-(m + 1/2)$ for spin down. The off-diagonal element follows from the lowering formula with $\mu = m + 1/2$:

$$
s = \sqrt{l(l+1) - (m+\tfrac12)(m-\tfrac12)}
= \sqrt{(l+\tfrac12)^2 - m^2} .
$$

The last step uses $l(l+1) + 1/4 = (l+1/2)^2$. Since $L_+$ is the adjoint of $L_-$, the other off-diagonal element is the same real number. The block is

$$
M = \begin{pmatrix} m-\frac12 & s \\ s & -m-\frac12 \end{pmatrix} .
$$

Its trace is $-1$. Its determinant is

$$
-(m^2 - \tfrac14) - (l+\tfrac12)^2 + m^2
= \tfrac14 - (l+\tfrac12)^2 = -l(l+1) .
$$

The eigenvalues therefore satisfy

$$
\lambda^2 + \lambda - l(l+1) = (\lambda - l)(\lambda + l + 1) = 0 ,
$$

so they are $l$ and $-(l+1)$. The projection $m$ has dropped out, as rotational symmetry requires: turning the coordinate axes cannot change the alignment of two vectors.

The quantum number $j$ follows from

$$
J^2 = L^2 + S^2 + 2 L\cdot S = L^2 + \tfrac34 + \sigma\cdot L .
$$

For $\lambda = l$ the right side is $l^2 + 2l + 3/4 = (l+1/2)(l+3/2)$, hence $j = l + 1/2$. For $\lambda = -(l+1)$ it is $l^2 - 1/4 = (l-1/2)(l+1/2)$, hence $j = l - 1/2$. For $l \geq 1$ the positive eigenvalue belongs to the larger total angular momentum. For $l = 0$ only $j = 1/2$ occurs, and its eigenvalue is zero.

### One integer for two quantum numbers

Define $\kappa$ by writing the eigenvalue as $\lambda = -(\kappa+1)$. The two cases become

$$
j = l+\tfrac12: \ \kappa = -(l+1), \qquad
j = l-\tfrac12: \ \kappa = l .
$$

In the second case $l \geq 1$, since $j$ cannot be negative. Thus $\kappa$ is a nonzero integer. Conversely, $\kappa$ determines both quantum numbers:

$$
j = |\kappa| - \tfrac12, \qquad
l = \begin{cases} \kappa, & \kappa > 0, \\ -\kappa-1, & \kappa < 0. \end{cases}
$$

It is useful to set $q = \kappa + 1/2$. This number has the same sign as $\kappa$, and $|q| = l + 1/2$ in both cases. Consequently

$$
s^2 = q^2 - m^2 = (q-m)(q+m) .
$$

This equation holds for both signs of $\kappa$, which is what makes a common formula possible.

### The coefficients

The first row of the eigenvalue equation is $(m - 1/2)a + s b = -(\kappa+1)a$. Collecting the terms in $a$ gives

$$
(q+m)\,a = -s\,b .
$$

For $|m| < |q|$, the numbers $q+m$ and $q-m$ both have the sign of $q$. Thus $q + m = \mathrm{sgn}(\kappa)\,|q+m|$, while $s = \sqrt{|q-m|\,|q+m|}$ is positive. Dividing,

$$
\frac{a}{b} = -\frac{s}{q+m}
= -\mathrm{sgn}(\kappa) \sqrt{\frac{q-m}{q+m}} .
$$

The absolute values may be dropped in the last ratio because its numerator and denominator have the same sign. Normalization then requires

$$
1 = a^2 + b^2 = b^2\,\frac{(q-m)+(q+m)}{q+m} = b^2\,\frac{2q}{q+m} .
$$

Choosing $b$ positive and restoring $q = \kappa + 1/2$, we obtain

$$
\boxed{
\Omega_{\kappa m} =
\begin{pmatrix}
-\mathrm{sgn}(\kappa)\sqrt{\dfrac{\kappa+\frac12-m}{2\kappa+1}}\; Y_l^{m-1/2} \\[3mm]
\sqrt{\dfrac{\kappa+\frac12+m}{2\kappa+1}}\; Y_l^{m+1/2}
\end{pmatrix} }
$$

For negative $\kappa$ the denominators are negative, but so are the numerators, apart from a possible zero at the ends of the range of $m$. The square roots are real in every allowed case.

The end points $m = \pm(l+1/2)$ need separate treatment, because one product function is missing there. They occur only for $j = l+1/2$, hence for $\kappa = -(l+1)$ and $q = -(l+1/2)$. At $m = l+1/2$ the remaining function is $Y_l^l$ with spin up. Its eigenvalue is $m - 1/2 = l$, and the formula correctly gives $a = 1$, $b = 0$. At $m = -(l+1/2)$ the remaining function is $Y_l^{-l}$ with spin down. Its eigenvalue is $-(m+1/2) = l$, and the formula gives $a = 0$, $b = 1$. For $l = 0$ these two states are the whole set. In each case the undefined harmonic has coefficient zero and is omitted.

### Checking the phase

Choosing $b > 0$ solved the eigenvalue problem, but it must also agree with the Clebsch-Gordan convention. At $m = j$ and $\kappa < 0$, the term with orbital projection $l$ is the upper one, with $a = 1$. At $m = j = l - 1/2$ and $\kappa > 0$, it is the lower one, with $b = \sqrt{2l/(2l+1)}$. Both are positive.

Now apply $J_-$. It commutes with $L^2$ and $J^2$, and therefore with $\sigma\cdot L$, and it lowers $m$ by one. For given $\kappa$ and $m-1$ there is one eigenfunction up to a factor, so $J_-\Omega_{\kappa m}$ is a multiple of $\Omega_{\kappa,m-1}$. The sign of the multiple can be read from the lower component. There $L_-$ acts on the old lower component, and $S_-$ brings down the old upper component. The coefficient of $Y_l^{m-1/2}$ is $b s + a$.

For $\kappa < 0$ and $m > -j$, neither $b s$ nor $a$ is negative, and $a$ is positive. For $\kappa > 0$,

$$
b s + a = \sqrt{\frac{q-m}{2q}}\,(q+m) - \sqrt{\frac{q-m}{2q}}
= \sqrt{\frac{q-m}{2q}}\,(q+m-1) .
$$

Here $j = q - 1$, so this is positive for $m > -j$ and vanishes at $m = -j$, where the ladder ends. The lower coefficient of $\Omega_{\kappa,m-1}$ is positive too. The multiple is therefore positive, and the boxed coefficients are the Clebsch-Gordan coefficients, signs included.

### Orthonormality by direct calculation

The inner product is the integral of $\Omega_{\kappa m}^\dagger \Omega_{\kappa' m'}$ over the sphere. The upper components carry $Y_l^{m-1/2}$ and $Y_{l'}^{m'-1/2}$, and the lower components carry the corresponding pair with $+1/2$. Both integrals vanish unless $l = l'$ and $m = m'$. What remains is

$$
\langle \Omega_{\kappa m} | \Omega_{\kappa' m'} \rangle
= \delta_{ll'}\,\delta_{mm'}\,(a a' + b b') .
$$

If $\kappa' = \kappa$, the bracket is $a^2 + b^2 = 1$. For $l \geq 1$ there is one other label with the same $l$, namely $\kappa' = -\kappa-1$, for which $q' = -q$. Both labels allow the same $m$ when $|m| < l+1/2$. The two labels have opposite signs, so the product of their sign factors is $-1$, and

$$
a a' = -\sqrt{\frac{(q-m)(-q-m)}{(2q)(-2q)}} = -\frac{s}{2|q|},
\qquad
b b' = \sqrt{\frac{(q+m)(-q+m)}{(2q)(-2q)}} = \frac{s}{2|q|} .
$$

The sum is zero, which proves

$$
\langle \Omega_{\kappa m} | \Omega_{\kappa' m'} \rangle
= \delta_{\kappa\kappa'}\,\delta_{mm'} .
$$

The sign factor is what makes the two contributions cancel. Without it they would add to $s/|q|$, and the two functions would not be orthogonal when $s \neq 0$.

## Second derivation: descending the angular-momentum ladder

### Symbols and results carried over

We keep $\hbar = 1$, $J = L + \sigma/2$, and Condon-Shortley harmonics $Y_l^\mu$. The spinor $\Omega_{\kappa m}$ has upper component $a Y_l^{m-1/2}$ and lower component $b Y_l^{m+1/2}$. The label $\kappa$ is $-(l+1)$ for $j = l+1/2$ and $l$ for $j = l-1/2$. With $q = \kappa+1/2$, the first derivation gave

$$
a = -\mathrm{sgn}(\kappa)\sqrt{\frac{q-m}{2q}}, \qquad
b = \sqrt{\frac{q+m}{2q}}, \qquad
\sigma\cdot L\,\Omega_{\kappa m} = -(\kappa+1)\,\Omega_{\kappa m} .
$$

We also keep the abbreviation $s = \sqrt{(l+1/2)^2 - m^2}$. The second derivation does not use the formulas for $a$ and $b$. It starts from the state of largest projection and obtains the others with $J_-$.

### The multiplet with $j = l+1/2$

The largest possible projection is $m = l+1/2$, reached by one product function, $Y_l^l$ with spin up. The raising operator $J_+$ annihilates it, since neither part can be raised. The identity $J^2 = J_-J_+ + J_z^2 + J_z$ then gives $J^2 = m(m+1)$, so this is the state $j = m = l+1/2$. By the phase convention its coefficient is $a_j = 1$, where the subscript on $a$ denotes the projection.

For normalized states of one multiplet,

$$
J_-|j m\rangle = \sqrt{(j+m)(j-m+1)}\;|j, m-1\rangle .
$$

This is the lowering formula already used for $L_-$, with its radicand factorized. We compare the upper components of the two sides. The spin part $S_-$ contributes nothing there, since it moves amplitude from the upper component to the lower one. The orbital part gives

$$
L_- Y_l^{m-1/2}
= \sqrt{(l+m-\tfrac12)(l-m+\tfrac32)}\; Y_l^{m-3/2} .
$$

With $l = j - 1/2$ the radicand is $(j+m-1)(j-m+1)$. Equating the coefficients of $Y_l^{m-3/2}$,

$$
\sqrt{(j+m)(j-m+1)}\; a_{m-1}
= \sqrt{(j+m-1)(j-m+1)}\; a_m .
$$

The common factor $j-m+1$ is positive and cancels:

$$
a_{m-1} = \sqrt{\frac{j+m-1}{j+m}}\; a_m .
$$

Multiply these ratios from the top of the ladder down to a chosen $m$. Each numerator cancels the next denominator. The first denominator, $2j$, and the last numerator, $j+m$, survive. Since $a_j = 1$,

$$
a_m = \sqrt{\frac{j+m}{2j}} = \sqrt{\frac{l+\frac12+m}{2l+1}} .
$$

Normalization gives $b_m^2 = 1 - a_m^2 = (j-m)/(2j)$. The lower components determine the sign:

$$
\sqrt{(j+m)(j-m+1)}\; b_{m-1} = s\, b_m + a_m .
$$

At the top $b_j = 0$. Every term on the right is nonnegative at each step, so no later $b_m$ can be negative. Thus

$$
b_m = \sqrt{\frac{l+\frac12-m}{2l+1}} .
$$

At the top the spin is up with certainty, and at the bottom it is down with certainty. Between these ends its weight moves from one component to the other linearly in $m$.

### The multiplet with $j = l-1/2$

Let $l \geq 1$. At $m = l-1/2$ there are two product functions. One combination already belongs to $j = l+1/2$. Let $\phi$ be the normalized combination orthogonal to it. The function $J_+\phi$ has projection $l+1/2$, so it must be a multiple of the top state $T$. Its overlap with that state is

$$
\langle T | J_+\phi\rangle = \langle J_- T | \phi\rangle = 0 ,
$$

because $J_-T$ is proportional to the combination to which $\phi$ is orthogonal. Therefore $J_+\phi = 0$, and $\phi$ is the top state of a multiplet with $j = l-1/2$.

Applying $J_-$ to $\phi$ generates the rest of this multiplet. Its members are orthogonal to those with $j = l+1/2$, because they belong to different eigenvalues of the Hermitian operator $J^2$. At each $m$ the two-function space leaves one direction orthogonal to the real vector $(a_m, b_m)$ found above. The new coefficients are therefore $(-b_m, a_m)$ up to an overall sign.

That sign is fixed at the top by the phase convention. The term with orbital projection $l$ is the lower component, which must be positive, so the upper coefficient is negative. On the way down, the upper coefficient is multiplied at each step by a positive element of $L_-$ and divided by a positive element of $J_-$. It stays negative. The result for every $m$ in this multiplet is

$$
a = -\sqrt{\frac{l+\frac12-m}{2l+1}}, \qquad
b = \sqrt{\frac{l+\frac12+m}{2l+1}} .
$$

### Joining the two cases

For $j = l+1/2$ we have $\kappa < 0$ and $l+1/2 = -q$. Substitution gives

$$
a = \sqrt{\frac{-q+m}{-2q}} = \sqrt{\frac{q-m}{2q}}, \qquad
b = \sqrt{\frac{-q-m}{-2q}} = \sqrt{\frac{q+m}{2q}} .
$$

For $j = l-1/2$ we have $\kappa > 0$ and $l+1/2 = q$. The radicands take the same form without any change of sign, while $a$ keeps its minus sign. The factor $-\mathrm{sgn}(\kappa)$ is $+1$ in the first case and $-1$ in the second. This is the boxed formula again.

The eigenvalue of $\sigma\cdot L$ now follows without a matrix. From $j = |\kappa|-1/2$ we get $j(j+1) = \kappa^2 - 1/4$. Both expressions for $l$ give $l(l+1) = \kappa(\kappa+1)$. Hence

$$
\sigma\cdot L = J^2 - L^2 - \tfrac34
\ \longrightarrow\
\kappa^2 - \tfrac14 - \kappa^2 - \kappa - \tfrac34 = -(\kappa+1) .
$$

Orthogonality also follows from the construction. Two spinors with different labels differ in at least one eigenvalue of the Hermitian operators $L^2$, $J^2$ and $J_z$. The set is complete for each $l$: the two multiplets contain $2(l+1)$ and $2l$ states, together $2(2l+1)$, which is the number of product functions.

### What the coefficients say about the spin

The weights of spin up and spin down are $a^2$ and $b^2$. Their difference is

$$
\langle \sigma_z \rangle = \frac{(q-m)-(q+m)}{2q} = -\frac{m}{\kappa+\frac12} .
$$

For negative $\kappa$, the average spin projection has the sign of $m$. For positive $\kappa$ it has the opposite sign. If $l$ grows at fixed $m$, both weights approach $1/2$ and the average tends to zero.

The same content has a geometric form. Define an angle $\beta$ between $0$ and $\pi$ by $\cos\beta = m/(l+1/2)$. The half-angle identities turn the coefficient pairs into

$$
\kappa = -(l+1): \ \left(\cos\tfrac{\beta}{2},\, \sin\tfrac{\beta}{2}\right),
\qquad
\kappa = l: \ \left(-\sin\tfrac{\beta}{2},\, \cos\tfrac{\beta}{2}\right) .
$$

At fixed $l$ and $m$ with $|m| < l+1/2$, where both spinors exist, the change from product functions to spinor harmonics is thus a plane rotation through $\beta/2$. At $m = \pm(l+1/2)$ only the first pair occurs. The minus sign is the one found in any rotation matrix.

### Example: $l = 2$, $m = 1/2$

Here $s = \sqrt{6.25-0.25} = 2.4495$, and the block is

$$
M = \begin{pmatrix} 0 & 2.4495 \\ 2.4495 & -1 \end{pmatrix} ,
$$

with eigenvalues $2$ and $-3$. They correspond to $\kappa = -3$, $j = 5/2$ and to $\kappa = 2$, $j = 3/2$. For $\kappa = 2$ we have $q = 5/2$, so

$$
a = -\sqrt{\tfrac{2}{5}} = -0.6325, \qquad
b = \sqrt{\tfrac{3}{5}} = 0.7746 .
$$

For $\kappa = -3$ we have $q = -5/2$, so

$$
a = \sqrt{\tfrac{-3}{-5}} = 0.7746, \qquad
b = \sqrt{\tfrac{-2}{-5}} = 0.6325 .
$$

The spin-up weights are $0.4$ and $0.6$, giving $\langle\sigma_z\rangle = -0.2$ and $+0.2$.

The eigenvalue equation can be followed at a single point. At $\theta = 60^\circ$, $\phi = 0$, the harmonics are $Y_2^0 = -0.078848$ and $Y_2^1 = -0.334523$, in $\mathrm{sr}^{-1/2}$. For $\kappa = 2$, multiplication by the coefficients gives the components $0.04987$ and $-0.25912$. The operator changes the coefficients first, through the block, and the harmonics then multiply the results:

$$
\begin{aligned}
\text{upper:}\quad & (2.4495)(0.7746)(-0.078848) = -0.1496, \\
\text{lower:}\quad & [(2.4495)(-0.6325) - 0.7746](-0.334523) = 0.7774 .
\end{aligned}
$$

Both are $-3$ times the original components, as $-(\kappa+1)$ requires. For $\kappa = -3$ the components are $-0.06108$ and $-0.21157$. The operator turns them into $-0.12215$ and $-0.42314$, twice the original values.

The second spinor has more spin-up than spin-down weight over the whole sphere, yet at this point its lower component is the larger. The reason is the factor $3\cos^2\theta - 1$ in $Y_2^0$. It vanishes at $\cos\theta = 1/\sqrt3$, about $0.577$, which is close to the present value $0.5$. The weights $a^2$ and $b^2$ are integrals over all directions and do not give the spin direction at each point.

The overlap of the two spinors is zero to the printed accuracy. If the sign factor is dropped from the $\kappa = 2$ function, it becomes

$$
\frac{s}{|q|} = \frac{2.4495}{2.5} = 0.9798 ,
$$

so the two functions would be nearly parallel instead of orthogonal. The numerical check tests the coefficients, the overlaps and the differential form of $\sigma\cdot L$ for all 72 spinors with $l$ from 0 to 5.

### Energies, and when $j$ ceases to be conserved

Suppose a shell of fixed $l$ has the spin-orbit energy $\xi L\cdot S$, with one constant $\xi$ for both values of $j$. This describes first-order perturbation theory with a common radial function. Since $L\cdot S = \sigma\cdot L/2$, the shifts are

$$
E_\kappa = -\tfrac12\xi(\kappa+1) ,
$$

namely $\xi l/2$ for $j = l+1/2$ and $-\xi(l+1)/2$ for $j = l-1/2$. Weighted with their $2(l+1)$ and $2l$ states, the shifts add to zero. The coupling splits the shell without moving its average energy. For $l = 0$ there is one level, and its shift vanishes.

Now add a term $\eta(L_z+\sigma_z)$, the linear effect of a magnetic field along $z$ when the spin $g$ factor is taken as 2. The constant $\eta$ is an energy proportional to the field. The term equals $\eta(J_z+\sigma_z/2)$, so it conserves $m$. For $l \geq 1$ it does not conserve $j$. Using the products $aa'$ and $bb'$ from the first derivation,

$$
\langle \Omega_{\kappa m}|\sigma_z|\Omega_{-\kappa-1,m}\rangle
= aa' - bb' = -\frac{s}{|q|} .
$$

In the example this is $-0.9798$. The spinor harmonics remain a valid orthonormal basis, but for $\eta \neq 0$ and $|m| < l+1/2$ a single one of them no longer diagonalizes this energy.

### What the two derivations assume

Both derivations use the ladder properties of $Y_l^\mu$ and the fact that the spin is $1/2$. Neither uses a radial function or a potential, so the result concerns angles and spin alone.

The first derivation needs the matrix of one operator in a two-function space. Its eigenvalues are distinct, so each eigenvector is fixed up to a phase. Both signs of $\kappa$ are handled together, because the matrix depends on $q$ through $q^2$. The cost is that an eigenvector carries no preferred phase, and agreement with the Clebsch-Gordan convention had to be checked separately. The method does not depend on $j$ being conserved. With the magnetic term, the block acquires the diagonal additions $\eta(m+1/2)$ and $\eta(m-1/2)$, after $\sigma\cdot L$ has been multiplied by $\xi/2$, and can still be diagonalized.

The second derivation assumes more about angular momentum: the multiplet structure of $J$ and the action of $J_-$ within it. In return, the phases come out with the coefficients, and orthogonality and the eigenvalue follow from quantum numbers. It treats the two multiplets one after the other, and the common formula appears when $l$ is replaced by $\kappa$. It relies on $J^2$ to separate the states, so it does not provide the eigenstates once the magnetic term mixes different $j$.

## Numbers as computed

```
number of spinors tested (l = 0 to 5): 72
example: l = 2, m = 0.5 (hbar)
sigma.L block, upper-upper: 0.0000 hbar
sigma.L block, upper-lower: 2.4495 hbar
sigma.L block, lower-lower: -1.0000 hbar
block eigenvalues: -3.0000 and 2.0000 hbar
point: theta = 60 deg, phi = 0 deg
Y_2^0 at point: -0.078848 (sr^-1/2)
Y_2^1 at point: -0.334523 (sr^-1/2)
kappa = 2: j = 1.5 (hbar)
kappa = 2: coefficients a, b = -0.632456, 0.774597 (no unit)
kappa = 2: spin-up, spin-down weights = 0.4000, 0.6000 (no unit)
kappa = 2: norm = 1.000000 (no unit)
kappa = 2: <sigma_z> = -0.2000 (no unit)
kappa = 2: Omega at point = 0.049868, -0.259121 (sr^-1/2)
kappa = 2: sigma.L Omega at point = -0.149603, 0.777362 (hbar sr^-1/2)
kappa = 2: ratios = -3.0000, -3.0000 hbar
kappa = -3: j = 2.5 (hbar)
kappa = -3: coefficients a, b = 0.774597, 0.632456 (no unit)
kappa = -3: spin-up, spin-down weights = 0.6000, 0.4000 (no unit)
kappa = -3: norm = 1.000000 (no unit)
kappa = -3: <sigma_z> = 0.2000 (no unit)
kappa = -3: Omega at point = -0.061075, -0.211571 (sr^-1/2)
kappa = -3: sigma.L Omega at point = -0.122151, -0.423142 (hbar sr^-1/2)
kappa = -3: ratios = 2.0000, 2.0000 hbar
overlap of the two spinors, magnitude: 0.000000 (no unit)
overlap if the sign factor is dropped: 0.979796 (no unit)
largest Clebsch-Gordan deviation: 1e-16 (no unit)
largest orthonormality deviation: 1e-14 (no unit)
largest sigma.L residual: 9e-11 (hbar sr^-1/2)
largest J_z residual: 9e-11 (hbar sr^-1/2)
largest ladder residual: 9e-11 (hbar sr^-1/2)
largest block-element deviation: 8e-11 hbar
```
